\section*{Contact resistance of a finite pad and the extraction of contact resistivity}

\section{Problem}

A thin conducting film of sheet resistance $R_{\rm sh}$ and width $W$ carries metal pads of length $L$ that cover its whole width. Current flows along the film, enters the region under a pad at its front edge $x=0$, and leaves through the film--metal interface. The film ends electrically at the far edge $x=L$.

The interface is a Schottky contact used at a bias small enough for its current density $J$ to be linear in the voltage $V$ across it. The barrier then enters through one number, the specific contact resistivity
\begin{equation}
\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}.
\end{equation}

(a) Find the contact resistance $R_c=V(0)/I(0)$, where $V(x)$ is the film potential relative to the metal and $I(x)$ is the film current in the direction of increasing $x$.

(b) The resistance $R$ between two equal pads was simulated for six gaps $d$, and independent Gaussian errors of known standard deviation $\sigma$ were added. Find $\rho_c$ and its standard error, for $L=15000$ \AA\ and $W=10^6$ \AA, both taken as free of error.

\begin{center}
\begin{tabular}{rcc}
$d$ (\AA) & $R$ ($10^{-3}r_0$) & $\sigma$ ($10^{-3}r_0$)\\
10000 & 3.210 & 0.020\\
20000 & 4.216 & 0.020\\
30000 & 5.201 & 0.030\\
40000 & 6.183 & 0.030\\
60000 & 8.191 & 0.040\\
80000 & 10.160 & 0.050
\end{tabular}
\end{center}

The algebra uses atomic units, $\hbar=e=1$, in which a resistance is a pure number and $\rho_c$ is an area. In the numbers the unit of resistance is written out as $r_0=\hbar/e^2$, and lengths are in angstrom.

Assume that the metal is an equipotential, that the flow is uniform across $W$, that the film is thin enough to have one potential at each $x$, and that $R_{\rm sh}$ is the same under the pads as in the gap.

\section{A tempting solution}

A strip of film of length $dx$ has resistance $R_{\rm sh}\,dx/W$, so the potential falls by $I R_{\rm sh}\,dx/W$ along it. The same strip loses the current $JW\,dx=(V/\rho_c)W\,dx$ to the metal. Therefore
\begin{equation}
\frac{dV}{dx}=-\frac{R_{\rm sh}}{W}\,I,\qquad
\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .
\label{eq:line}
\end{equation}
Differentiating the first equation and inserting the second gives
\begin{equation}
\frac{d^2V}{dx^2}=-\frac{R_{\rm sh}}{W}\frac{dI}{dx}=\frac{V}{L_T^2},\qquad
L_T=\sqrt{\frac{\rho_c}{R_{\rm sh}}}.
\label{eq:second}
\end{equation}
The potential should die away under the pad, so one takes $V=V(0)e^{-x/L_T}$. The first of Eqs.~(\ref{eq:line}) then gives $I(0)=WV(0)/(R_{\rm sh}L_T)$, and
\begin{equation}
R_c\overset{?}{=}\frac{R_{\rm sh}L_T}{W}=\frac{\sqrt{\rho_cR_{\rm sh}}}{W}.
\label{eq:wrong}
\end{equation}

For the data, the gap and the two contacts are in series. At the second pad the current runs from metal to film. This reverses the signs of both $V$ and $I$ and leaves their ratio unchanged, because the equations are linear. Hence
\begin{equation}
R(d)=a+b\,d,\qquad a=2R_c,\qquad b=\frac{R_{\rm sh}}{W}.
\label{eq:straight}
\end{equation}
Let $w_i=1/\sigma_i^2$, $S_n=\sum_i w_id_i^n$ and $T_n=\sum_i w_id_i^nR_i$. Setting the derivatives of $\sum_i w_i(R_i-a-bd_i)^2$ with respect to $a$ and $b$ to zero gives $S_0a+S_1b=T_0$ and $S_1a+S_2b=T_1$. With $D=S_0S_2-S_1^2$, the solution is
\begin{equation}
a=\frac{S_2T_0-S_1T_1}{D},\qquad b=\frac{S_0T_1-S_1T_0}{D}.
\label{eq:fit}
\end{equation}
Both are linear in the $R_i$, with coefficients $w_i(S_2-S_1d_i)/D$ and $w_i(S_0d_i-S_1)/D$. Since $w_i^2\sigma_i^2=w_i$, the variances are
\begin{align}
C_{aa}&=\frac{\sum_i w_i(S_2-S_1d_i)^2}{D^2}
=\frac{S_2^2S_0-2S_2S_1^2+S_1^2S_2}{D^2}=\frac{S_2}{D},\\
C_{bb}&=\frac{\sum_i w_i(S_0d_i-S_1)^2}{D^2}
=\frac{S_0^2S_2-2S_0S_1^2+S_1^2S_0}{D^2}=\frac{S_0}{D}.
\end{align}
In units built from $r_0$ and angstrom, the sums are $S_0=8.2472222\times10^{9}$, $S_1=2.2227778\times10^{14}$, $S_2=8.8377778\times10^{18}$, $T_0=4.0397264\times10^{7}$ and $T_1=1.3714992\times10^{12}$. They give
\begin{align}
a&=(2.222\pm0.019)\times10^{-3}\,r_0,\\
b&=(0.993\pm0.006)\times10^{-7}\,r_0/\text{\AA}.
\end{align}

Squaring Eq.~(\ref{eq:wrong}) and inserting $R_c=a/2$ and $R_{\rm sh}=bW$ yields
\begin{equation}
\rho_c\overset{?}{=}\frac{R_c^2W^2}{R_{\rm sh}}=\frac{a^2W}{4b}
=1.243\times10^{7}\,r_0\,\text{\AA}^2 .
\end{equation}
The relative errors of $a$ and $b$ are $0.0087$ and $0.0060$. Combining them as if independent gives $\sqrt{(2\times0.0087)^2+0.0060^2}\approx0.018$, so the answer would be $(1.24\pm0.02)\times10^7\,r_0\,\text{\AA}^2$.

\section{Where it fails}

Equations (\ref{eq:line}) to (\ref{eq:second}) and the straight-line fit are sound. The fault is the choice of the decaying exponential, which leaves the current $I(L)=I(0)e^{-L/L_T}$ at the far edge, where it has nowhere to go.

The data themselves expose this. By Eq.~(\ref{eq:wrong}) the transfer length would be $L_T=R_cW/R_{\rm sh}=a/(2b)=11187$ \AA. Then $L/L_T=1.34$, and $e^{-1.34}\approx0.26$ of the current would still be in the film at its end. The exponential belongs to a pad much longer than $L_T$.

The quality of the fit gives no warning, because the fault enters after the line has been fitted. Here $\chi^2=0.45$ for four degrees of freedom, well below the expected value of 4. The noise was drawn with the stated $\sigma_i$, so this small scatter is chance and is no reason to shrink the error bars.

There is a second fault: $a$ and $b$ come from the same data and are not independent. Their covariance is
\begin{align}
C_{ab}&=\frac{\sum_i w_i(S_2-S_1d_i)(S_0d_i-S_1)}{D^2}\nonumber\\
&=\frac{S_0S_1S_2-S_0S_1S_2-S_0S_1S_2+S_1^3}{D^2}=-\frac{S_1}{D}.
\end{align}
It is negative because all gaps are positive: a steeper line through the data has a lower intercept. The correlation coefficient is $C_{ab}/\sqrt{C_{aa}C_{bb}}=-0.823$.

\section{Right solution}

\subsection{Contact resistance}

The general solution of Eq.~(\ref{eq:second}), written from the far edge, is
\begin{equation}
V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.
\end{equation}
Each derivative with respect to $x$ brings a factor $-1/L_T$, which cancels the minus sign in $I=-(W/R_{\rm sh})\,dV/dx$:
\begin{equation}
I=\frac{W}{R_{\rm sh}L_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].
\end{equation}
No current passes the far edge, so $I(L)=0$ and $B=0$. With $u=L/L_T$, the front-edge values are $V(0)=A\cosh u$ and $I(0)=WA\sinh u/(R_{\rm sh}L_T)$. Their ratio is
\begin{equation}
\boxed{R_c=\frac{R_{\rm sh}L_T}{W}\coth\frac{L}{L_T},\qquad
L_T=\sqrt{\frac{\rho_c}{R_{\rm sh}}}}
\label{eq:rc}
\end{equation}

For a long pad, $u\gg1$, $\coth u\to1$ and Eq.~(\ref{eq:wrong}) is recovered; more pad length then brings almost no gain. For a short pad,
\begin{equation}
\coth u\simeq\frac{1+u^2/2}{u(1+u^2/6)}\simeq\frac1u+\frac u3,
\qquad
R_c\simeq\frac{\rho_c}{LW}+\frac{R_{\rm sh}L}{3W}.
\end{equation}
The first term is the interface crossed by a uniform current. The second is the film resistance under the pad, reduced to a third because the current thins out along the way.

The solution also shows where the current crosses. The fraction transferred within the first $L_T$ is $1-I(L_T)/I(0)=1-\sinh(u-1)/\sinh u$ for $u>1$, and the interface current density at the far edge is $1/\cosh u$ of that at the front. For $u=1.5$ these are $0.755$ and $0.425$: the far end of such a pad still does useful work.

\subsection{Extracting the contact resistivity}

Dividing $a=2R_c$ by $2b=2R_{\rm sh}/W$ removes both $W$ and $R_{\rm sh}$ from the prefactor:
\begin{equation}
F(L_T)\equiv L_T\coth\frac{L}{L_T}=\frac{a}{2b}=11187\ \text{\AA}.
\label{eq:inv}
\end{equation}
To see that the root is unique, differentiate. Since $d\coth u/du=-1/\sinh^2u$ and $du/dL_T=-u/L_T$,
\begin{equation}
F'(L_T)=\coth u+\frac{u}{\sinh^2u}>0 .
\end{equation}
$F$ rises from zero without bound, so there is one root. Because $\coth u>1$, it lies below $a/(2b)$, and bisection between $0$ and $11187$ \AA\ finds $L_T=10097$ \AA, or $u=1.486$. As a check, $10097\coth(1.486)\approx10097\times1.108\approx11187$. Then
\begin{align}
\rho_c&=R_{\rm sh}L_T^2=bWL_T^2\nonumber\\
&=0.099305\times(10096.5)^2\,r_0\,\text{\AA}^2
=1.012\times10^7\,r_0\,\text{\AA}^2 .
\end{align}

\subsection{The error bar}

For small errors, take the differential of the logarithm of Eq.~(\ref{eq:inv}). The left side gives $(L_TF'/F)\,d\ln L_T$, with
\begin{equation}
\frac{L_TF'}{F}=\frac{F'}{\coth u}=1+\frac{u}{\sinh u\cosh u}
=1+\frac{2u}{\sinh2u}\equiv\frac1k .
\end{equation}
The right side gives $da/a-db/b$. Hence $d\ln L_T=k(da/a-db/b)$, and from $\ln\rho_c=\ln b+2\ln L_T+\ln W$,
\begin{equation}
\frac{d\rho_c}{\rho_c}=2k\,\frac{da}{a}+(1-2k)\,\frac{db}{b}.
\label{eq:sens}
\end{equation}
Squaring and averaging over the errors gives
\begin{equation}
\left(\frac{\sigma_{\rho}}{\rho_c}\right)^2=
(2k)^2\frac{C_{aa}}{a^2}+(1-2k)^2\frac{C_{bb}}{b^2}
+4k(1-2k)\frac{C_{ab}}{ab}.
\end{equation}
Because $\sinh2u>2u$, $k$ lies between $1/2$ (short pad) and $1$ (long pad). Thus $1-2k<0$, and with $C_{ab}<0$ the last term is positive: the correlation enlarges the error. In the short-pad limit the slope drops out of Eq.~(\ref{eq:sens}), as it must when $R_c\simeq\rho_c/(LW)$.

Here $k=0.766$, so $2k=1.532$ and $1-2k=-0.532$. The three terms are
\begin{align}
(1.532\times0.00873)^2&=1.79\times10^{-4},\nonumber\\
(0.532\times0.00597)^2&=0.10\times10^{-4},\nonumber\\
2(0.823)(1.532\times0.00873)(0.532\times0.00597)&=0.70\times10^{-4}.\nonumber
\end{align}
Their sum is $2.59\times10^{-4}$, whose root is a relative error of $1.6$ percent. Without the covariance it would be $1.4$ percent. For laboratory units the program evaluates $r_0=\hbar/e^2=4108\ \Omega$, and $1\ \text{\AA}^2=10^{-16}\ \text{cm}^2$, so $1\,r_0\,\text{\AA}^2=4.108\times10^{-13}\ \Omega\,\text{cm}^2$. The result is
\begin{equation}
\boxed{\rho_c=(1.012\pm0.016)\times10^7\,r_0\,\text{\AA}^2
=(4.16\pm0.07)\times10^{-6}\ \Omega\,\text{cm}^2}
\end{equation}

The simulation used $\rho_c=1.000\times10^7\,r_0\,\text{\AA}^2$, which lies $0.76$ standard errors below the fitted value. The tempting answer is too high by about ten of its own error bars. Its bias follows from Eq.~(\ref{eq:rc}): $R_c^2W^2/R_{\rm sh}=\rho_c\coth^2u$, a factor $1.22$ at the true $u=1.5$. Better resistance data would not reduce it.

The numerical check repeats the synthetic experiment 20000 times. The standard deviation of $\rho_c$ is $1.62$ percent of the input value. A standard deviation from $N$ repeats is itself uncertain by about $1/\sqrt{2N}$ of its size, here $0.01$ percentage point. Within that margin it agrees with the propagated error, which is $1.62$ percent at the input parameters and $1.61$ percent at the fitted ones, and the one-standard-error interval contains the input in $68.6$ percent of the repeats.

\section{Limits of the model}

\textbf{Film thickness.} Let the film have a thickness $t$ small against both $L_T$ and $L$, and bulk resistivity $R_{\rm sh}t$, with height $z$ measured from its insulated bottom. To leading order the horizontal current is uniform over the thickness and feeds the interface equally from every height, so the vertical current density is $Jz/t$. The potential at height $z$ exceeds that at the interface by
\begin{equation}
R_{\rm sh}t\int_z^t\frac{Jz'}{t}\,dz'=\frac{R_{\rm sh}J}{2}(t^2-z^2),
\end{equation}
whose average over $z$ is $R_{\rm sh}Jt^2/3$. The mean film potential therefore sees $\rho_c+R_{\rm sh}t^2/3$ in place of $\rho_c$, a relative increase of $t^2/(3L_T^2)$. It raises $L_T$ by half that fraction, and $R_c$ by $t^2/(6kL_T^2)$.

For $t=1000$ \AA\ and $L_T=10000$ \AA\ this predicts $0.22$ percent in $R_c$; a two-dimensional calculation of the film gives $0.21$ percent. The corresponding shift of $\rho_c$, $0.3$ percent, is below the statistical error found here. The estimate ignores the region within about $t$ of the front edge, where the vertical profile is not yet established; this is why it needs $t\ll L$.

\textbf{Sheet resistance under the pad.} If the metal changes the film beneath it, $R_{\rm sh}$ in Eq.~(\ref{eq:rc}) must be the value under the pad, while the slope $b$ still measures the gap. $R(d)$ remains a straight line, so these data cannot reveal the difference. With the sheet resistance doubled under the pads of this example, noise-free data analysed as above return $1.50$ times the true $\rho_c$. The quoted error bar covers the resistance noise; it does not cover this assumption.

\section*{Computed results}
\begin{verbatim}
resistance unit hbar/e^2 = 4108.236 ohm
input Rsh = 0.100 hbar/e^2 per square
input rho_c = 1.000e+07 (hbar/e^2) A^2
pad length L = 15000 A, width W = 1000000 A
film thickness t = 1000 A
true LT = 10000.0 A, L/LT = 1.500, coth = 1.10479
Rc formula = 1.104791 1e-3 hbar/e^2
Rc network = 1.104791 1e-3 hbar/e^2
current share within first LT = 0.7553
far/front current density = 0.4252
2D excess of Rc at t/LT=0.1: 0.214 percent
2D excess of Rc at t/LT=0.2: 0.842 percent
gap (A), measured R, sigma (both 1e-3 hbar/e^2), residual/sigma:
  10000  3.210  0.020  -0.24
  20000  4.216  0.020  +0.40
  30000  5.201  0.030  +0.00
  40000  6.183  0.030  -0.37
  60000  8.191  0.040  +0.27
  80000  10.160  0.050  -0.12
sum w = 8.2472222e+09 (hbar/e^2)^-2
sum w d = 2.2227778e+14 A (hbar/e^2)^-2
sum w d^2 = 8.8377778e+18 A^2 (hbar/e^2)^-2
sum w R = 4.0397264e+07 (hbar/e^2)^-1
sum w d R = 1.3714992e+12 A (hbar/e^2)^-1
intercept a = 2.22184 +- 0.01940 1e-3 hbar/e^2
slope b = 0.99305 +- 0.00593 1e-7 (hbar/e^2)/A
correlation of a and b = -0.8233
chi-square = 0.45 for 4 degrees of freedom
fitted Rsh = 0.09930 +- 0.00059 hbar/e^2 per square
fitted Rc = 1.11092 +- 0.00970 1e-3 hbar/e^2
a/(2b) = 11187.0 A
fitted LT = 10096.5 +- 108.8 A
fitted L/LT = 1.4857, factor k = 0.7661
fitted rho_c = 1.0123 +- 0.0163 1e7 (hbar/e^2) A^2
fitted rho_c = 4.159 +- 0.067 1e-6 ohm cm^2
input rho_c = 4.108 1e-6 ohm cm^2
(fit - input)/standard error = +0.76
relative error of rho_c = 1.61 percent
same without covariance = 1.38 percent
long-pad shortcut rho_c = 1.2428 1e7 (hbar/e^2) A^2
shortcut/true for exact data = 1.2206
propagated error at true values = 1.62 percent
scatter of 20000 repeats = 1.62 percent
one-sigma coverage = 68.6 percent
apparent/true rho_c, doubled Rsh under pads = 1.499
\end{verbatim}
